# Barrier of surface-alkyl elimination from its desorption peak: a Redhead estimate

## Problem

An isobutyl group bound to an aluminium surface can pass a hydrogen atom from its second carbon to the metal and leave as isobutene:

$$\text{Al–CH}_2\text{CH(CH}_3)_2\;\rightarrow\;\text{Al–H}+\text{CH}_2{=}\text{C(CH}_3)_2 .$$

This is beta-hydride elimination. A surface covered with such groups is heated at $\beta=2$ K/s while the isobutene is detected. The signal peaks at $T_p=500$ K. Take the prefactor of the rate constant to be $\nu=10^{13}$ s$^{-1}$.

1. Find the condition that links the peak temperature to the barrier $E$.
2. Estimate $E$ with Redhead's first-order formula, and find the error made by its fixed constant.
3. Decide how much the answer depends on the assumed prefactor, and what the peak fixes without it.
4. Size the other effects that the model leaves out.

## Solution

### 1. The peak condition

Let $\theta$ be the alkyl coverage divided by its initial value. We assume that each group reacts independently, in one irreversible step, with constant $E$ and $\nu$:

$$\frac{d\theta}{dt}=-k\theta,\qquad k=\nu e^{-E/RT}.$$

Here $E$ is an energy per mole and $R$ is the gas constant. Since $dT/dt=\beta$, dividing by $\beta$ turns time into temperature:

$$\frac{d\theta}{dT}=-\frac{k}{\beta}\,\theta .$$

We also assume that the alkene leaves the surface and is detected at once, so the signal is proportional to $r=k\theta$. Its logarithm is $\ln r=\ln\nu-E/RT+\ln\theta$, and therefore

$$\frac{d\ln r}{dT}=\frac{E}{RT^2}+\frac1\theta\frac{d\theta}{dT}=\frac{E}{RT^2}-\frac{k}{\beta}.$$

The first term is the growth of the rate constant on heating; the second is the loss of reactant. The first falls steadily from very large values towards zero, while the second rises steadily from zero. They cross once, and the slope of $\ln r$ changes there from positive to negative, so the signal has a single maximum. The initial coverage has dropped out. At the maximum,

$$\frac{E}{RT_p^2}=\frac{\nu}{\beta}e^{-E/RT_p}.$$

Multiply by $T_p$ and define $x=E/RT_p$. Then

$$x=\frac{\nu T_p}{\beta}e^{-x}\quad\Longrightarrow\quad x+\ln x=\ln\frac{\nu T_p}{\beta}. \tag{1}$$

### 2. Redhead's estimate and its error

Equation (1) can be written $E=RT_p[\ln(\nu T_p/\beta)-\ln x]$. The unknown remains on the right, but only inside a logarithm, which varies slowly. Redhead's formula replaces $\ln x$ by a constant:

$$E\approx RT_p\left[\ln\frac{\nu T_p}{\beta}-3.64\right].$$

For the given data,

$$\frac{\nu T_p}{\beta}=\frac{10^{13}\times500}{2}=2.5\times10^{15},\qquad \ln(2.5\times10^{15})=35.455,$$

and $RT_p=4.157$ kJ/mol. Hence

$$E\approx4.157\times(35.455-3.64)=4.157\times31.815=132.3\ \text{kJ/mol},$$

or 1.37 eV per group.

Solving equation (1) without the replacement gives $x=31.990$ and $E=133.0$ kJ/mol. The difference follows from subtracting the two expressions for $x$:

$$x_{\rm Redhead}-x=\ln x-3.64=3.465-3.64=-0.175 .$$

Multiplication by $RT_p$ gives $-0.73$ kJ/mol, about half a percent of the full solution. The constant 3.64 would be correct at $x=e^{3.64}\approx38.1$; here $x$ is smaller. At the same peak temperature but with $\nu/\beta=10^8$ K$^{-1}$, $x$ is smaller still and the error grows to $-2.6\%$.

One further step removes most of the error. Insert the Redhead value into the logarithm:

$$x\approx35.455-\ln31.815=31.995,$$

which gives 133.0 kJ/mol. This works because a small error $\delta$ in $x$ changes $\ln x$ by only $\delta/x$, so each repetition shrinks the error by a factor of about 32.

As a test, the rate law was integrated numerically and the maximum located without using equation (1). The full-solution barrier gave a peak at 500.00 K. The Redhead barrier gave one at 497.4 K, which is how the fixed constant shows itself in temperature.

### 3. The prefactor

To see how errors in the input pass into $E$, differentiate equation (1):

$$\left(1+\frac1x\right)dx=d\ln\nu+d\ln T_p-d\ln\beta .$$

At fixed $T_p$ and $\beta$, this gives $dx/d\ln\nu=x/(1+x)$, so

$$\frac{\partial E}{\partial\ln\nu}=RT_p\,\frac{x}{1+x}.$$

Multiplying by $\ln10$ gives 9.3 kJ/mol for each factor of ten in $\nu$. For the peak temperature, both factors in $E=RT_px$ vary:

$$\frac{\partial E}{\partial T_p}=Rx+RT_p\,\frac1{T_p}\frac{x}{1+x}=\frac{E}{T_p}\left[1+\frac1{1+x}\right]=0.27\ \text{kJ/mol per K}.$$

A thermometer error of a few kelvin therefore matters much less than an error of one decade in the prefactor.

The peak also fixes the rate constant at $T_p$, with only a weak dependence on the prefactor. From the peak condition,

$$k(T_p)=\frac{\beta E}{RT_p^2}=\frac{\beta x}{T_p}=\frac{2\times31.99}{500}=0.128\ \text{s}^{-1}.$$

The mean lifetime of an alkyl group at 500 K is thus 7.8 s. At another temperature $T$, the same barrier gives

$$k(T)=k(T_p)\exp\left[x\left(1-\frac{T_p}{T}\right)\right],$$

where $k(T_p)=\beta x/T_p$ also depends on $x$. The two dependences cancel to first order when $1/x+1-T_p/T=0$, that is, at $T=T_p\,x/(1+x)\approx485$ K. The peak therefore fixes the rate constant best about 15 K below the maximum, and an error in $x$ matters more as $T$ moves away from that temperature. In the table, $E$ is found anew from equation (1) for each prefactor, with the peak held at 500 K and the heating rate at 2 K/s.

| $\nu$ (s$^{-1}$) | $E$ (kJ/mol) | $k$ at 500 K (s$^{-1}$) | Lifetime at 550 K (s) |
|---|---:|---:|---:|
| $10^{11}$ | 114.5 | 0.110 | 0.74 |
| $10^{13}$ | 133.0 | 0.128 | 0.43 |
| $10^{15}$ | 151.6 | 0.146 | 0.25 |

Over four decades of prefactor, the barrier changes by 37 kJ/mol, about a third of its smallest value. The rate constant at the peak is proportional to the barrier and changes by the same fraction, which is little beside the factor of $10^4$ in $\nu$. The lifetime at 550 K changes by a factor of three.

**A second heating rate.** The assumed prefactor can be replaced by a measurement. Rearranging the peak condition and taking logarithms gives

$$\ln\frac{T_p^2}{\beta}=\frac{E}{RT_p}+\ln\frac{E}{R\nu}.$$

The last term is the same for two runs on the same reaction. Subtracting the runs removes it:

$$E=R\,\frac{\ln(T_1^2/\beta_1)-\ln(T_2^2/\beta_2)}{1/T_1-1/T_2}.$$

Simulated runs with the 133.0 kJ/mol barrier peak at 480.38 K for 0.5 K/s and at 521.23 K for 8 K/s. The formula recovers 133.0 kJ/mol from them. If the upper peak is read 1 K too high, the result drops to 129.9 kJ/mol. If both peaks are read 1 K too high, it gives 133.5 kJ/mol. The method thus exchanges dependence on $\nu$ for a strong dependence on the difference of the two readings. Any detector lag feeds directly into that difference, because the delay in kelvin grows with $\beta$. The pumping time of 0.5 s considered in Section 4 delays these two peaks by 0.25 K and 3.5 K, and the formula then returns about 123 kJ/mol. The result is also an apparent barrier: with the tunnelling factor of Section 4 multiplying the rate, the formula gives 129.4 kJ/mol for the same 133.0 kJ/mol barrier.

**The shape of the peak.** The width offers another check of the one-step model. Near the maximum, let $v=E(T-T_p)/RT_p^2$. To leading order in $1/x$, $k=k(T_p)e^v$. Since $k(T_p)/\beta=E/RT_p^2$, the rate law becomes $d\theta/dv=-e^v\theta$. Its solution is $\theta\propto\exp(-e^v)$, so

$$r\propto\exp(v-e^v).$$

The maximum is at $v=0$, where the exponent is $-1$. Half height therefore requires $v-e^v+1=-\ln2$, whose two roots lie 2.446 apart. The full width at half maximum is

$$\Delta T\approx2.446\,\frac{RT_p^2}{E}=38\ \text{K}.$$

Numerical integration gives 36.7 K; the leading-order formula is about 4% too wide. In the integrated run, 39% of the groups remain at the peak. A measured peak of markedly different width would not fit this model with these parameters, even if its maximum lay at 500 K.

### 4. Effects left out

Each entry below is the change in the elimination barrier, relative to 133.0 kJ/mol, needed to keep the signal peak at 500 K. The heating rate is fixed, and one effect is added at a time. The auxiliary values are chosen to show scale; they are not measured.

| Added effect | Change in $E$ (kJ/mol) |
|---|---:|
| Repulsion lowers the barrier by $5\theta$ kJ/mol | $+3.9$ |
| Half of the alkene reinserts before desorbing | $-2.8$ |
| Hydrogen tunnelling | $+1.6$ |
| Pumping time of 0.5 s | $-0.3$ |
| Prefactor proportional to $T$, equal to $10^{13}$ s$^{-1}$ at 500 K | $-0.1$ |

For repulsion, the tabulated change refers to the barrier at zero coverage. With barrier $E-w\theta$ and $w=5$ kJ/mol, the peak condition becomes $(E-w\theta)/RT_p^2=(k/\beta)(1+w\theta/RT_p)$. The shift has two parts. At the peak $\theta=0.44$, so neighbours lower the barrier by 2.2 kJ/mol. The rate constant also falls as coverage falls, which turns the signal over earlier; the factor $1+w\theta/RT_p$ accounts for the other 1.7 kJ/mol. The same repulsion widens the peak from 36.7 K to 51 K, so the width test is sensitive to it.

Reinsertion means that the alkene returns to the metal–hydrogen bond. If the short-lived alkene is equally likely to return or desorb, the net loss rate is $k\theta/2$. This acts like $\nu\to\nu/2$ and lowers the inferred barrier by

$$RT_p\,\frac{x}{1+x}\ln2=2.8\ \text{kJ/mol}.$$

This estimate holds the return probability constant in both temperature and hydrogen coverage. Return needs an Al–H partner. If its rate instead grows in proportion to the hydrogen accumulated, with even odds at $\theta=0.4$, the inferred barrier falls by only about 1.6 kJ/mol.

The tunnelling entry uses a parabolic barrier with an imaginary wavenumber of 1000 cm$^{-1}$, which multiplies the rate by 1.45 at 500 K. Faster passage at a given barrier means that a higher barrier is needed for the same peak. Slow pumping acts differently: it delays the signal by about $\beta\times0.5\ \text{s}=1$ K, so the reaction itself peaks slightly earlier than the detector shows.

The model also requires the alkene to leave quickly once formed. With an assumed desorption barrier of 60 kJ/mol and the same prefactor, it stays for $1.9\times10^{-7}$ s at 500 K, far less than the alkyl lifetime of 7.8 s. The signal then follows elimination. If the alkene were bound so strongly that its own desorption were the slow step, the same peak would measure desorption instead.

### The aluminium surface

Triisobutylaluminium is used to grow aluminium films, and beta-hydride elimination is a route by which its alkyl groups leave without depositing their carbon. A peak near 500 K and growth near 550 K are rough, reasonable values for this chemistry, not data for a particular surface. The prefactor is the least secure input. An alkyl group that must adopt an ordered arrangement to transfer its hydrogen can lose entropy on the way to the transition state, which lowers $\nu$. If $\nu$ were $10^{11}$ s$^{-1}$, the same peak would imply 114.5 kJ/mol. During growth, fresh alkyl groups also keep arriving, so coverage does not decay as it does in the heating run. The lifetimes in the first table then describe individual groups only if crowding and the changing surface leave their barrier unchanged.

For the stated prefactor, the Redhead barrier is 132 kJ/mol. If $\nu$ is known only to within two decades either way, the peak supports a range of about 114 to 152 kJ/mol. The numerical output below gives the values to more digits.

## Computed results

```
Chosen peak temperature: 500 K
Chosen heating rate: 2.0 K/s
Chosen prefactor: 1.0e+13 1/s
R*Tp: 4.1572 kJ/mol
nu*Tp/beta: 2.500e+15 (no unit)
ln(nu*Tp/beta): 35.4551 (no unit)
Redhead bracket: 31.8151 (no unit)
Redhead barrier: 132.26 kJ/mol
Redhead barrier converted: 1.371 eV
Full-condition x: 31.9897, ln x: 3.4654 (no unit)
Full-condition barrier: 132.99 kJ/mol
Barrier after one iteration: 133.01 kJ/mol
Redhead minus full: -0.73 kJ/mol
x at which 3.64 is exact: 38.09 (no unit)
Redhead error at nu/beta 1e+08 1/K: -2.64 percent
Redhead error at nu/beta 1e+13 1/K: -0.47 percent
Simulated peak, full barrier: 499.998 K
Simulated peak, Redhead barrier: 497.35 K
Barrier change per decade of nu: 9.28 kJ/mol
Barrier change per kelvin of Tp: 0.274 kJ/mol
Coverage at peak, simulated: 0.3896 (fraction)
Coverage at peak, E1 formula: 0.3896 (fraction)
Coverage at peak, exp(-1+2/x): 0.3916 (fraction)
Width number: 2.446 (no unit)
Peak width, leading formula: 38.2 K
Peak width, simulated: 36.7 K
Peak at 0.5 K/s: 480.38 K
Peak at 8.0 K/s: 521.23 K
Two-rate barrier: 132.98 kJ/mol
Two-rate barrier, upper peak read 1 K high: 129.86 kJ/mol
nu 1e+11 1/s: barrier 114.5 kJ/mol
  k at 500 K 0.1101 1/s; lifetime at 550 K 0.743 s
nu 1e+13 1/s: barrier 133.0 kJ/mol
  k at 500 K 0.1280 1/s; lifetime at 550 K 0.427 s
nu 1e+15 1/s: barrier 151.6 kJ/mol
  k at 500 K 0.1459 1/s; lifetime at 550 K 0.249 s
Chosen repulsion: 5.0 kJ/mol
Zero-coverage barrier change, repulsion: +3.91 kJ/mol
Chosen imaginary wavenumber: 1000 1/cm
Tunnelling factor at peak: 1.451 (no unit)
Barrier change, tunnelling: +1.60 kJ/mol
Barrier change, prefactor ~ T: -0.12 kJ/mol
Chosen pumping time: 0.5 s
Peak delay by pumping: 0.97 K
Barrier change, pumping: -0.26 kJ/mol
Barrier change, half reinserted: -2.79 kJ/mol
Chosen alkene binding: 60 kJ/mol
Alkene residence time at peak: 1.85e-07 s
Alkyl lifetime at peak: 7.82 s
Peak of alkene desorption alone: 231.0 K
```
